# The Li-Nunes-Vanderbilt functional: local minimum, runaway directions and truncation error

## What fails without purification

Suppose the band energy of an insulator is to be found by minimising $\mathrm{Tr}\,XK$ over density matrices $X$, where $K$ is the Hamiltonian measured from the chemical potential. This expression is linear in $X$, so without a constraint it has no minimum: any matrix element that lowers it can be increased without limit. Forcing $X^2=X$ restores the minimum, but the constraint is awkward when $X$ must also vanish beyond a chosen distance, since cutting a projector in general destroys its idempotency. The Li-Nunes-Vanderbilt functional builds an approximate idempotency into the energy expression and leaves $X$ free. The price is a cubic function, which is itself unbounded below. A minimiser can therefore return a meaningless energy unless one knows where the wanted minimum lies, how a runaway shows itself, and which quantity is bounded when $X$ is truncated.

## Functional and conventions

Let $H$ be a fixed real symmetric one-electron Hamiltonian in a finite orthonormal local basis, for spinless electrons. The chemical potential $\mu$ lies in a gap, and $K=H-\mu$ has eigenvectors $|i\rangle$ with eigenvalues $h_i\neq0$. Write $\delta=\min_i|h_i|$ and let $P$ be the projector onto all levels with $h_i<0$. For symmetric $X$,

$$\Omega(X)=\mathrm{Tr}\,f(X)K,\qquad f(x)=3x^2-2x^3 .$$

Since $f(0)=0$ and $f(1)=1$, $f(P)=P$ and $\Omega(P)=\sum_{h_i<0}h_i$, the true grand-canonical energy at zero temperature. Because $f'(x)=6x(1-x)$ vanishes at 0 and 1, small errors in these occupations enter $f(X)$ in second order.

Varying $X$ and using the cyclic property of the trace gives the gradient

$$G=3(XK+KX)-2(X^2K+XKX+KX^2).$$

Below, $\|\cdot\|$ is the spectral norm and $\|\cdot\|_F$ the Frobenius norm, with $\|D\|\le\|D\|_F$.

## The minimum at the projector

Put $X=P+D$. The part of $\Omega$ linear in $D$ is

$$\mathrm{Tr}\,K[3(PD+DP)-2(PD+PDP+DP)].$$

As $P$ commutes with $K$ and $P^2=P$, each of the products contributes $\mathrm{Tr}\,KPD$. The sum is $(6-6)\,\mathrm{Tr}\,KPD=0$, so $P$ is stationary. The remaining terms are

$$\Omega(P+D)-\Omega(P)=Q(D)-2\,\mathrm{Tr}\,KD^3,$$
$$Q(D)=\mathrm{Tr}\,K[3D^2-2(PD^2+DPD+D^2P)].$$

There are no further terms, because $\Omega$ is cubic. Let $p_i$ be 1 for occupied and 0 for empty levels. In the eigenbasis of $K$, $\mathrm{Tr}\,KD^2=\sum_{ij}h_iD_{ij}^2$; an outer factor $P$ inserts $p_i$ and the middle one inserts $p_j$. Thus

$$Q=\sum_{ij}h_i(3-4p_i-2p_j)D_{ij}^2=\sum_{ij}w_{ij}D_{ij}^2,$$

where averaging over the exchange of $i$ and $j$ gives

- both occupied: $w_{ij}=-\tfrac32(h_i+h_j)=\tfrac32(|h_i|+|h_j|)$;
- both empty: $w_{ij}=\tfrac32(h_i+h_j)=\tfrac32(|h_i|+|h_j|)$;
- $i$ occupied, $j$ empty: $w_{ij}=\tfrac12(h_j-h_i)=\tfrac12(|h_i|+|h_j|)$.

All weights are positive. The curvature along a normalised direction is $2w_{ij}$, so mixing an occupied with an empty level costs a curvature equal to their energy difference.

To control the cubic term, define $|K|=\sum_i|h_i|\,|i\rangle\langle i|$ and $W(D)=\mathrm{Tr}\,|K|D^2=\sum_{ij}\tfrac12(|h_i|+|h_j|)D_{ij}^2$. The weights give $W\le Q\le3W$. Next split $K=K_+-K_-$ into positive semidefinite parts, with $|K|=K_++K_-$. For positive semidefinite $A$, $|\mathrm{Tr}\,DA|\le\|D\|\,\mathrm{Tr}\,A$. Taking $A=DK_\pm D$,

$$|\mathrm{Tr}\,KD^3|=|\mathrm{Tr}\,D(DKD)|\le\|D\|\,\mathrm{Tr}\,D|K|D=\|D\|\,W(D).$$

Therefore

$$(1-2\|D\|)W(D)\le\Omega(P+D)-\Omega(P)\le(3+2\|D\|)W(D).\tag{1}$$

Since $W\ge\delta\|D\|_F^2$, $P$ is a strict local minimum, and $\Omega$ exceeds $\Omega(P)$ for every nonzero $D$ with $\|D\|<\tfrac12$. If a level approaches $\mu$, $\delta\to0$ and the well becomes flat in the direction of that level's occupation.

There is no other local minimum. Along the straight line joining $P$ to a supposed second one, $\Omega$ is a polynomial of degree at most three. Two local minima would need a maximum between them, hence three sign changes of a derivative that is at most quadratic. This is impossible unless the polynomial is constant, which the strict minimum at $P$ forbids.

## Runaway directions and the basin

For any direction with $\mathrm{Tr}\,KD^3\neq0$, the term $-2t^3\,\mathrm{Tr}\,KD^3$ sends $\Omega(P+tD)$ to $-\infty$ for one sign of $t$. The simplest case changes the occupation $x$ of one eigenstate and leaves the others at their correct values. The excess over $\Omega(P)$ is

$$\text{occupied: }|h|[1-f(x)]=|h|(1-x)^2(1+2x),$$
$$\text{empty: }hf(x)=hx^2(3-2x).$$

The occupied level has a barrier of height $|h|$ at $x=0$, and the excess falls without limit as $x\to-\infty$. The empty level has its barrier, of height $h$, at $x=1$ and runs away towards $x\to+\infty$.

The factors also show that $0\le f(x)\le1$ holds precisely for $-\tfrac12\le x\le\tfrac32$. If all eigenvalues of $X$ lie there, each $\langle i|f(X)|i\rangle$ lies between 0 and 1, and

$$\Omega(X)=\sum_ih_i\langle i|f(X)|i\rangle\ge\sum_{h_i<0}h_i=\Omega(P).\tag{2}$$

This is a bound on the energy, not a statement about where descent leads. To see the difference, follow the flow $dX/ds=-G$. For an eigenvector $|k\rangle$ of $X$ with eigenvalue $x_k$, let $\kappa_k=\langle k|K|k\rangle$. First-order perturbation theory gives $dx_k/ds=-\langle k|G|k\rangle$. In this expectation value $XK+KX$ becomes $2x_k\kappa_k$, and each of the three quadratic products becomes $x_k^2\kappa_k$. Hence

$$\frac{dx_k}{ds}=-6x_k(1-x_k)\kappa_k.\tag{3}$$

At degeneracies the eigenvectors are chosen to continue smoothly, which is possible because the flow is analytic in $s$. Integrating (3) multiplies $x_k$ by the exponential of a finite integral for as long as the solution exists, so $x_k$ cannot reach or cross zero; the same holds for $1-x_k$. A runaway solution can diverge at a finite $s$, because the right side of (3) is quadratic in $x_k$, but it does so without crossing 0 or 1. Three consequences follow.

1. A spectrum inside $(0,1)$ stays there. $\Omega$ then remains bounded while $d\Omega/ds=-\|G\|_F^2$, so $G\to0$. The flow cannot run away, though this argument does not exclude a saddle as its limit.
2. Eigenvalues that start negative stay negative. Near $P$ they would have to approach 0, where there is room for as many as there are empty levels. A start with more negative eigenvalues than that cannot reach $P$. Likewise, no more eigenvalues may exceed 1 than there are occupied levels.
3. If $X$ commutes with $K$, an occupied level with $x<0$ has $\kappa_k<0$, so (3) drives it further down, even while (2) still holds.

A ball inside the basin can also be given. The derivative of $\Omega(P+tD)$ at $t=1$ is

$$\mathrm{Tr}\,DG=2Q-6\,\mathrm{Tr}\,KD^3\ge2(1-3\|D\|)W(D).$$

Along the flow, $\tfrac12\,d\|D\|_F^2/ds=-\mathrm{Tr}\,DG$. If $\|D\|_F<\tfrac13$ at the start, the distance to $P$ therefore decreases to zero. The radius $\tfrac13$ is sufficient, not the full extent of the basin. It applies to the continuous flow; a large finite step can leave the ball.

## A minimiser that detects runaway

Let $V_R$ be the linear space of symmetric matrices with $X_{ij}=0$ when sites $i,j$ are more than $R$ apart. The constrained gradient is $G$ with the forbidden elements set to zero. Along a search direction $S$ in $V_R$, $\Omega(X+tS)=c_0+c_1t+c_2t^2+c_3t^3$, with

$$c_1=\mathrm{Tr}\,GS,\qquad c_3=-2\,\mathrm{Tr}\,KS^3,$$
$$c_2=\mathrm{Tr}\,K[3S^2-2(XS^2+SXS+S^2X)].$$

The stationary points solve $c_1+2c_2t+3c_3t^2=0$. At the minimum the second derivative $2c_2+6c_3t$ is positive and equals $2\sqrt d$, where $d=c_2^2-3c_1c_3$. Thus $t=(-c_2+\sqrt d)/(3c_3)$. Multiplying numerator and denominator by $c_2+\sqrt d$ gives

$$t=-\frac{c_1}{c_2+\sqrt d},\tag{4}$$

which also works when $c_3=0$ and $c_2>0$. For a descent direction, $c_1<0$, a minimum ahead requires $d>0$ and $c_2+\sqrt d>0$. If either fails, $\Omega$ falls along the whole ray to $-\infty$. The procedure is:

1. Start from $X=\tfrac12I$, with $S=-G$.
2. Compute $t$ from (4); stop and report a runaway line if there is none.
3. Replace $X$ by $X+tS$ and compute the new constrained gradient $G'$.
4. Set $\beta=\max\{0,\mathrm{Tr}\,G'(G'-G)/\mathrm{Tr}\,G^2\}$ and $S\leftarrow-G'+\beta S$. If $\mathrm{Tr}\,SG'\ge0$, use $S=-G'$.
5. Set $G\leftarrow G'$ and repeat from step 2 until $\|G\|_F$ is below the tolerance.

At $X=\tfrac12I$ the gradient is $3K-\tfrac32K=\tfrac32K$. If $H$ itself has range no greater than $R$, then $S=-\tfrac32K$, $c_2=0$, $c_1=-\tfrac94\mathrm{Tr}\,K^2<0$ and $c_3=\tfrac{27}{4}\mathrm{Tr}\,K^4>0$. The first line therefore has a minimum. Later lines carry no such guarantee, which is why step 2 keeps its exit. The exit shows only that the current line has no minimum, not that $V_R$ lacks one: the steps (4) are finite and do not obey (3), so they can leave the basin even from a start with spectrum inside $(0,1)$.

## Error caused by truncation

Let $P_R$ be $P$ with its elements beyond $R$ removed, $T=P_R-P$, and $\tau=\|T\|_F$. Let $X_R$ be a local minimum in $V_R$, $D=X_R-P$, and $\Delta\Omega=\Omega(X_R)-\Omega(P)$. The argument on straight lines applies inside $V_R$ too: any two local minima there have the same $\Omega$.

Outside the range $X_R$ is zero, so $D$ contains the whole discarded tail and $\|D\|_F\ge\tau$. If descent from $P_R$ converges to a local minimum, then $\Delta\Omega\le\Omega(P_R)-\Omega(P)$. With (1), for $\|D\|<\tfrac12$,

$$(1-2\|D\|)\delta\tau^2\le\Delta\Omega\le(3+2\|T\|)\,\mathrm{Tr}\,|K|T^2.\tag{5}$$

The error is quadratic in the tail. Enlarging $R$ cannot raise the minimum if descent from the old $X_R$ converges to a local minimum in the larger space.

Existence of $X_R$ can be certified. On the sphere $\|D\|_F=\tfrac13$, (1) gives an excess of at least $(1-\tfrac23)\delta/9=\delta/27$. If $\tau<\tfrac13$ and $\Omega(P_R)-\Omega(P)<\delta/27$, the lowest point of $V_R$ within the ball lies in its interior and is a local minimum. For a long periodic system $\tau^2$ grows with the number of sites, so this sufficient condition becomes harder to meet even at fixed error per site.

The bound concerns $\Omega$ at fixed $\mu$. With $N=\mathrm{Tr}\,f(X)$ and $E=\mathrm{Tr}\,f(X)H$, the errors obey $\Delta E=\Delta\Omega+\mu\,\Delta N$. The sign of $\Delta E$ is not fixed, because $X_R$ and $P$ may hold different numbers of electrons.

## An alternating ring

Take 60 sites with energies $\pm\Delta$, $\Delta=0.08$ hartree, nearest-neighbour hopping $-t_0$ with $t_0=0.10$ hartree, and $\mu=0.02$ hartree. These are round model parameters. The hopping changes sublattice, so it anticommutes with the alternating site energy. The cross terms in $H^2$ cancel, and the levels are

$$\varepsilon=\pm\sqrt{\Delta^2+4t_0^2\cos^2k}.$$

The wavevector $k=\pi/2$ is allowed on this ring, so the gap is $2\Delta=0.16$ hartree. The frontier levels are $h=-0.08-0.02=-0.10$ and $h=0.08-0.02=0.06$ hartree; hence $\delta=0.06$ hartree. There are 30 electrons and $\Omega(P)=-5.2671$ hartree.

For the highest occupied level the barrier is 0.10 hartree at $x=0$. The excess returns to zero at $x=-0.5$ and is $0.10\times4\times(-1)=-0.40$ hartree at $x=-1$. Starts at $x=0.05$ and $x=-0.05$ both have an excess of about 0.099 hartree. Followed by small steepest-descent steps, the first reaches $P$ and the second runs away, as (3) requires.

Without truncation, the conjugate-gradient procedure reaches $\|G\|_F<10^{-9}$ hartree in 20 iterations. With truncation, the same procedure and tolerance give the following values for the whole ring, with energies in hartree. The bounds are those of (5), evaluated with $P$ from diagonalisation.

| $R$ (sites) | lower bound | $\Delta\Omega$ | upper bound | $\Delta N$ |
|---|---|---|---|---|
| 1 | 0.0362 | 0.289 | 0.463 | 0.0851 |
| 4 | 0.00298 | 0.00929 | 0.0231 | 0.00392 |
| 8 | $7.92\times10^{-5}$ | $2.07\times10^{-4}$ | $5.18\times10^{-4}$ | $8.5\times10^{-5}$ |
| 12 | $2.43\times10^{-6}$ | $6.14\times10^{-6}$ | $1.54\times10^{-5}$ | $2.5\times10^{-6}$ |

At $R=4$ the error is $0.00929/5.267=0.18\%$ of $|\Omega(P)|$. At $R=12$, merely cutting $P$ gives an error of $8.52\times10^{-6}$ hartree; optimising the retained elements lowers it by 28%. The eigenvalues of $X_R$ run from $-0.068$ to $1.080$ at $R=1$ and from $-0.0005$ to $1.0003$ at $R=12$. They leave $[0,1]$, which is allowed because (3) was derived for the unmasked gradient, but they stay well inside the interval required by (2).

The certificate needs $\Omega(P_R)-\Omega(P)<0.06/27=0.0022$ hartree. At $R=6$ this difference is 0.0018 hartree and $\tau^2=0.0084$, so both conditions hold. At $R=4$ the difference is 0.0128 hartree and the certificate fails, although the minimiser still finds a minimum.

The number shift matters for $E$. At $R=1$, $\Delta E=0.289+0.02\times0.0851=0.291$ hartree. Lowering all site energies and $\mu$ by 4 hartree leaves $\Delta\Omega$ and $X_R$ unchanged, but turns this into $0.291-4\times0.0851=-0.05$ hartree. The energy alone is then below its true value, while $\Omega$ remains above.

The decay with $R$ follows from $P=\tfrac12[1-H(H^2)^{-1/2}]$. In a long chain the elements of $(H^2)^{-1/2}$ at separation $r$ are

$$\frac1{2\pi}\int_{-\pi}^{\pi}\frac{e^{ikr}\,dk}{\sqrt{\Delta^2+4t_0^2\cos^2k}} .$$

The contour can be moved into the upper half-plane until it meets the zeros of the root at $k=\pm\pi/2+i\kappa$, where $\cos^2k=-\sinh^2\kappa$. Hence

$$\sinh\kappa=\frac{\Delta}{2t_0}=0.4,\qquad2\kappa=0.780\text{ per site}.$$

The inverse square-root singularity contributes $e^{-\kappa r}\int_0^\infty u^{-1/2}e^{-ur}du\propto r^{-1/2}e^{-\kappa r}$. The extra factor $H$ has short range and does not alter this form, so $\tau^2$ falls roughly as $e^{-2\kappa R}/R$. Between $R=8$ and $R=12$ the logarithm of $\tau^2$ falls by 0.876 per site. Attributing $\tfrac14\ln(13/9)=0.092$ to the factor $1/r$, taken at the first discarded separations 9 and 13, leaves 0.784, close to $2\kappa$. The error $\Delta\Omega$ falls at 0.879 per site, nearly the rate of $\tau^2$.

For $\Delta\ll t_0$, $\kappa\approx\Delta/(2t_0)$: a small gap demands a long range. For $\Delta\gg t_0$, $\sinh\kappa\approx e^\kappa/2$ gives $e^{-\kappa}\approx t_0/\Delta$, so at large separation each further site suppresses the elements of $P$ by roughly the ratio of hopping to site energy. At large $R$, $\tau^2$ then falls by roughly the square of that ratio per site.
